# Why long one-dimensional hopping chains do not follow Mott's law

**Q.** I want to predict the resistance of a very thin amorphous-oxide wire in which electrons hop between localized states. With a constant density of states, Mott's law in one dimension reads $\ln R\propto T^{-1/2}$. A longer wire samples more sites, so I expect it to follow the law more cleanly. Is there anything wrong with that?

**A.** Let us fix the model first. Sites lie independently at random on a line, with constant density of states $g$ per length and energy. The localization length is $a$, and energies $e$ are measured from the Fermi level. In the Ohmic limit, sites $i$ and $j$ are joined by a resistor $R_{ij}=R_0e^{u_{ij}}$ with

$$u_{ij}=\frac{2|x_{ij}|}{a}+\frac{|e_i|+|e_j|+|e_i-e_j|}{2kT}.$$

The first term is tunnelling. The second contains the occupations and the phonon energy. I ignore the weak temperature dependence of $R_0$, and I define

$$kT_0=\frac1{ga},\qquad t=\frac{T_0}{T}.$$

Your law comes from one hop of length $r$. Within distance $r$ on either side, the level spacing is about $1/(2gr)$, so the exponent is

$$\frac{2r}{a}+\frac{1}{2grkT}=\frac{2r}{a}+\frac{ta}{2r}.$$

Setting the derivative to zero, $2/a=ta/(2r^2)$, gives $r=a\sqrt t/2$. Both terms then equal $\sqrt t$, and the exponent is $2\sqrt t$.

That is an estimate for a *typical* hop. In a chain the resistances add, and a sum of exponentials can be governed by untypical terms. Length makes this worse, because a longer chain contains rarer obstacles.

**Q.** But the electron chooses its hops. If one site is badly placed, it uses another. Why should an obstacle be unavoidable?

**A.** Ask what it takes to leave no choice. Call a place a break of exponent $u$ if the sites can be divided into a left and a right group with no link below $u$ between them.

Consider a left and a right site of equal energy $e$. Their energy term is $|e|/kT$, so they must be separated by at least

$$W(e)=\frac a2\left(u-\frac{|e|}{kT}\right),\qquad |e|<ukT.$$

Every energy therefore needs an empty interval of this width. Centre the intervals at one position, and they form a rhombus in the position–energy plane. We must check links between unequal energies. A left site at $e$ and a right site at $e'$ are at least $[W(e)+W(e')]/2$ apart, so

$$u_{ij}\ge\underbrace{u-\frac{|e|+|e'|}{2kT}}_{\text{tunnelling}}+\frac{|e|+|e'|+|e-e'|}{2kT}
=u+\frac{|e-e'|}{2kT}\ge u.$$

If either energy lies beyond $ukT$, the energy term alone exceeds $u$. The rhombus thus blocks every link below $u$, and no shape with less empty area can do so, because each width is already the minimum. Its area is

$$\int W\,de=a\int_0^{ukT}\!\left(u-\frac e{kT}\right)de=a\left(u^2kT-\frac{u^2kT}{2}\right)=\frac{akTu^2}{2}.$$

Multiplying by $g$ and using $gakT=1/t$ gives the mean number of sites that would normally be there, $u^2/(2t)$. For independent sites the probability that the region is empty is

$$P(u)=e^{-u^2/(2t)}.$$

In two dimensions current can go round such a spot. On a line it must cross.

**Q.** So large breaks exist, but they are exponentially rare. Why don't they drop out of the average?

**A.** Their resistance is exponentially large too. To leading exponential order, breaks of exponent $u$ contribute

$$e^{u}P(u)=\exp\left(u-\frac{u^2}{2t}\right)=\exp\left[\frac t2-\frac{(u-t)^2}{2t}\right]$$

to the resistance per length. The maximum lies at $u=t$, so

$$\ln\left(\frac{\text{resistance per length}}{R_0/a}\right)=\frac t2+\dots=\frac{kT_0}{2kT}+\dots$$

This is an activated law with energy $kT_0/2=1/(2ga)$. The decisive void has width $at/2$ at the Fermi level and extends to energies $\pm kT_0$, whatever the temperature. That fixed energy reach is why a fixed activation energy appears. The law is asymptotic: the length goes to infinity first, and then $t$ becomes large.

**Q.** You multiplied a probability by $e^u$. Many links cross a void in parallel. Could they not short it out?

**A.** They could if there were exponentially many, so let us compute their mean conductance. Use $s=2x/a$ and $\varepsilon=e/kT$. The site density in these variables is $g(a/2)kT=1/(2t)$. On either side of the rhombus, sites begin at distance $X(\varepsilon)=\max(u-|\varepsilon|,0)/2$ from its centre. Integrating $e^{-s}$ outward from there gives $f(\varepsilon)=e^{-X(\varepsilon)}$ for each side. The energy term is $\max(|\varepsilon|,|\varepsilon'|)$ for equal signs and $|\varepsilon|+|\varepsilon'|$ for opposite signs. Hence

$$R_0\langle G\rangle=\frac1{4t^2}\left[4\int_0^\infty\! f e^{-\varepsilon}F\,d\varepsilon+2\left(\int_0^\infty\! fe^{-\varepsilon}d\varepsilon\right)^2\right],\quad F(\varepsilon)=\int_0^\varepsilon f\,d\varepsilon'.$$

The 4 counts two common signs and two orderings of the energies; the 2 counts the two opposite-sign choices. Put $q=e^{-u/2}$.

- For $\varepsilon<u$: $f=qe^{\varepsilon/2}$ and $F=2q(e^{\varepsilon/2}-1)$. This range gives $\int fe^{-\varepsilon}F=2q^2\int_0^u(1-e^{-\varepsilon/2})d\varepsilon=2q^2(u-2+2q)$.
- For $\varepsilon>u$: $f=1$ and $F=2(1-q)+\varepsilon-u$. This range gives $q^2(3-2q)$.

Their sum is $q^2(2u-1+2q)$. The other integral is $2q(1-q)+q^2=2q-q^2$. The bracket becomes

$$q^2(8u-4+8q)+q^2(8-8q+2q^2)=q^2(8u+4+2q^2),$$

and therefore

$$R_0\langle G\rangle=e^{-u}\,\frac{8u+4+2e^{-u}}{4t^2}.$$

Parallel links supply a power of $t$, not an exponential. For voids planted in random sites with $u=t=7.163$, sampling gave $R_0e^u\langle G\rangle=0.2945\pm0.0042$; the formula gives 0.2987. The smallest crossing exponent found was 7.375, above $u$ as required.

This also gives a lower bound. Replace everything outside the voids by perfect conductors, which can only reduce the resistance. Since $1/G$ is convex, $\langle1/G\rangle\ge1/\langle G\rangle$. Cells of length $au/2$ each hold a rhombus with probability $P(u)$. Links spanning two voids can be neglected at large $t$, because the voids are exponentially far apart. At $u=t$ the resistance per length, in units of $R_0/a$, is then at least

$$\frac2t\,e^{-t/2}\,\frac{4t^2e^t}{8t+4+2e^{-t}}=e^{t/2}\,\frac{8t}{8t+4+2e^{-t}}.$$

A law with exponent $2\sqrt t$ must eventually fall below this. The two leading exponents cross at $t/2=2\sqrt t$, or $t=16$.

**Q.** A lower bound excludes my law. What prevents the resistance from growing even faster than $e^{t/2}$?

**A.** The minimum area does. Join the sites by their minimum spanning tree and follow its path along the chain. Deleting all other links can only raise the resistance, so the path gives an upper bound. Remove one path link of exponent $u$: the tree falls into two groups, and no lighter link joins them. Each path link is therefore a break.

Now count the possible breaks. Cut the energy axis into rows of height $h$, in units of $kT$. In each row with $|\varepsilon|<u$, the sites switch from the left to the right group across a gap whose width is at least $W$, up to the row height. The emptiness costs at least $u^2/(2t)$ in the exponent, less a term of order $hu/t$. If the switches of two rows are far apart, the groups overlap between them and still more area must be empty, so the relevant positions per row number only a power of $t$. Choosing them adds order $(u/h)\ln t$. With $u\sim t$ and $h\sim\sqrt t$, both corrections are at most of order $\sqrt t\,\ln t$. This counting argument fixes the coefficient of $t$ at $1/2$; it does not supply the prefactor.

**Q.** Corrections of order $\sqrt t$ look like my law coming back. Are they really there?

**A.** Yes, as a correction. Measure $s$ and $\varepsilon$ in units of $\sqrt{2t}$. The site density becomes one, and with $v=u/\sqrt{2t}$ a rhombus has probability $e^{-v^2}$. Start from a rhombus of size $v$ and ask that no pair link it with less than $v+\delta$. For equal signs, the excess over $v$ is the two distances from the boundary plus half the energy difference $\Delta$. The mean number of offending pairs is, for large $v$,

$$\mu=2v\int_{-2\delta}^{2\delta}\frac{(\delta-|\Delta|/2)^2}{2}\,d\Delta=\frac{4v\delta^3}{3}.$$

The absences of different pairs favour one another, since each becomes likelier with fewer sites, so the probability of no such pair is at least $e^{-\mu}$. Let $v'=v+\delta$ be the size of the resulting break. To first order in $v'$,

$$\ln P(v')\ge-(v'-\delta)^2-\tfrac43v'\delta^3\simeq-v'^2+v'\left(2\delta-\tfrac43\delta^3\right).$$

The best choice is $\delta=1/\sqrt2$, which gives $-v'^2+0.94v'$. Breaks need not be surrounded by a perfectly empty larger rhombus, and this freedom makes them more frequent.

A simulated chain of about 401,000 sites shows the effect. Its path contained 14,117 links above $v=1.8$ and 137 above $v=3.2$. Over this range the logarithm of the number fits $-0.874v^2+1.055v$ plus a constant. The void area requires a quadratic coefficient of $-1$ asymptotically; the fitted value is an effective one in a limited range.

**Q.** Let us put in numbers. My wire is 3 nm by 3 nm, with $a=3$ nm and $2\times10^{20}$ states per cm³ and eV.

**A.** That density is 0.2 nm⁻³ eV⁻¹. Multiplied by 9 nm², it gives $g=1.80$ nm⁻¹ eV⁻¹, so

$$kT_0=\frac1{1.80\times3.0}\ \text{eV}=0.185\ \text{eV},\qquad T_0=2149\ \text{K}.$$

The asymptotic activation energy is 0.0926 eV. At 300 K, $t=7.16$. Mott's optimum is a hop of 4.0 nm with exponent 5.35. The rhombus at $u=t$ is 10.7 nm wide.

The leading term, $t/2=3.58$, is smaller than Mott's exponent here, so 300 K is not deep in the asymptotic regime. For the simulated path, the logarithm of resistance per length, in units of $R_0/a$, is 7.86. A Kirchhoff solution of part of the chain gave 0.275 times the path resistance, because parallel links share the current. Applying that factor gives $7.86+\ln0.275=6.57$. From one random chain of this length to another the path value moves by about 0.15 and the factor lies between about 0.24 and 0.28, so the result is 6.6 to within about 0.1. The lower bound is 3.51.

The dissipation is concentrated: in the part solved, half the power is lost in 290 links, while the path has 3827 hops.

**Q.** Would I measure 0.093 eV, then?

**A.** Not near room temperature. Between 250 and 350 K the path resistance has an apparent activation energy of 0.130 eV, or $0.704\,kT_0$, which is 41% above the asymptotic value. This figure rests on a few large breaks and moves by about $0.05\,kT_0$ from one chain of this length to another. The path also leaves out the sharing of current by parallel links, which weakens on cooling; including it raises the slope by about $0.04\,kT_0$, to roughly $0.75$–$0.8\,kT_0$, or 0.14–0.15 eV. The break statistics explain the path value. With $\ln N=-\alpha v^2+\beta v$ plus a constant, integration by parts gives a path resistance per length proportional to $\int e^{v\sqrt{2t}}N\,dv$. This Gaussian integral has a width independent of $t$ and a maximum exponent $(\sqrt{2t}+\beta)^2/(4\alpha)$. Differentiating,

$$\frac{d\ln(\text{resistance per length})}{dt}=\frac1{2\alpha}\left(1+\frac{\beta}{\sqrt{2t}}\right).$$

At $t=7.4$ the fitted coefficients give $(1+1.055/3.85)/1.748=0.73$, close to 0.704. For $\alpha=1$ and $t\to\infty$ the slope tends to $1/2$.

A narrow temperature window is a poor judge between the two laws. The clear separation is at large $t$. For an infinite chain at 30 K, $t=71.6$: the lower bound on the logarithm is 35.8, against Mott's 16.9.

**Q.** My wire is only 1 µm long. Does it know about the infinite chain?

**A.** It does if it contains the decisive breaks. The expected number of rhombi of exponent $u$ in length $L$ is about $(2L/au)e^{-u^2/(2t)}$. Setting $u=t$ and the number to one gives the length

$$L_c\approx\frac{at}{2}\,e^{t/2}.$$

This is 386 nm at 300 K, 3.5 µm at 200 K and 1.5 mm at 100 K. At 30 K it is about $4\times10^8$ m, so the comparison made above for an infinite chain at that temperature separates the laws in principle, not on a real wire. The formula for $L_c$ is only a rough guide at moderate $t$. Breaks with $u>t$ occurred every 19.7 nm at 300 K in the simulation, far more often than the formula says, because it counts one shape in fixed cells. But the same freedom of shape moves the decisive exponent above $t$, to rarer breaks: with the fitted counts, the integrand $e^{v\sqrt{2t}}N$ peaks at $v=(\sqrt{2t}+\beta)/(2\alpha)=2.8$, or $u\approx10.5$, at 300 K. A wire of a few times 20 nm is therefore not yet a long one.

For $L\ll L_c$ the largest break present carries a large part of the resistance, and nearly all of it when the wire is cold enough. Setting the same number to one with $u$ unknown gives

$$u_{\max}^2\simeq2t\ln\frac{2L}{au_{\max}}.$$

At fixed length, cooling restores $\ln R\propto T^{-1/2}$, apart from the slowly varying logarithm. The reason is no longer Mott's typical hop: the coefficient depends on length and varies between samples. For 1 µm pieces of the simulated chain, the median $\ln(R/R_0)$ along the path was 20.5 at 100 K and 37.4 at 25 K. The ratio is 1.83, uncertain by about 0.05 because $\ln R$ scatters between pieces by roughly 1.7 and 4; with parallel links and metallic contacts included it is about 1.95. A pure square-root law gives 2 and an activated law 4. The largest-break formula gives 13.0 and 23.9, so it captures the trend but underestimates the values, mainly because it counts one shape in fixed cells; the smaller resistances in series add little.

So your law can appear in a short, cold wire. What fails is the idea that making the wire longer improves it.

**Q.** The decisive void reaches to $\pm kT_0$. What if my band of localized states is narrower than that?

**A.** Then the mean resistance has no finite value in this model. Let the states fill $|e|<B$ and write $b=B/kT_0$. For $u>B/kT$ the void is cut off in energy, and its mean number of sites is

$$ga\int_0^B\left(u-\frac e{kT}\right)de=bu-\frac{b^2t}{2}.$$

The net exponent is $u(1-b)+b^2t/2$. If $b<1$ it grows without limit: longer gaps gain more in resistance than they lose in probability. At $b=0.8$ it rises by 0.2 per unit $u$; at $b=1.5$ it falls by 0.5.

A finite sample still has a typical resistance. With $\ell$ a microscopic length, the largest gap satisfies $bu-b^2t/2=\ln(L/\ell)$, hence

$$R\sim R_0\left(\frac L\ell\right)^{1/b}e^{bt/2},\qquad b<1,\quad \ln(L/\ell)>\frac{b^2t}{2}.$$

At leading order the temperature dependence is again activated, now with energy $B/2$, but the resistance grows faster than the length. A few of the largest gaps carry a finite share of the total however long the wire is, and no average settles down.

**Q.** How close is all this to a real oxide channel?

**A.** The density is of the rough size associated with tail states close to the band edge in amorphous indium gallium zinc oxide. Your cross-section is far smaller than that of an ordinary thin-film channel, where current can pass around a break and this result does not apply. If the mobility edge is 0.40 eV above the Fermi level, such a high density at the Fermi level is also far from typical. A tenfold lower density would raise $kT_0$ tenfold, to 1.85 eV, and a constant density over that range would be untenable. For your numbers at 300 K, excitation to that edge has exponent 15.5, well above the hopping value of 6.6, so hopping would dominate if the prefactors were comparable. In a real oxide these numbers do not belong together, however. For an effective mass of 0.2 to 0.34 electron masses, a state 0.40 eV below the edge decays over $\hbar/\sqrt{2m^*E}\approx0.5$–0.7 nm, while $a=3$ nm corresponds to a depth of only 0.01–0.02 eV. With the shorter length, $t/2$ alone is 16 to 20 at 300 K and the void would reach past the edge; with the shallower depth, the edge lies within $kT$. Either way excitation to the edge competes or wins at room temperature. A density of states varying as $e^{e/0.15\,\text{eV}}$ lowers the leading exponent from 3.58 to 3.26, or 9%. A steeper tail changes it more: with 0.05 eV in place of 0.15 eV it is 2.43, about a third lower. The activation energy $kT_0/2$ therefore applies only if the density varies little over $\pm kT_0$, which a steep band tail does not satisfy. With relative permittivity 10, the Coulomb energy across the void is 0.013 eV, 7% of $kT_0$. At the 4.0 nm of Mott's hop it is 0.036 eV, more than $kT$ at 300 K, so interactions between nearby electrons, which this model leaves out, may matter in a real wire. A sideways step of 3 nm adds 0.27 to the exponent of a hop across the void, and the diagonal of the cross-section 0.54; for a 4 nm hop the figures are 0.67 and 1.2. Spreading the sites over the cross-section raises the logarithm of the resistance per length at 300 K by about 0.13.

The field must also be low. A drop of $kT/e$ per simulated break spacing corresponds to 0.013 MV/cm. Ohmic response in a long wire needs a field ten to a hundred times lower, since the voltage collects on the most resistive breaks: at 300 K a quarter of the power is lost in links that drop more than 20 times the mean voltage per break spacing, and a tenth in links that drop more than about 75 times.

**Q.** Then I should measure wires of several lengths, not one wire more carefully.

**A.** Yes, at the same temperatures and low field. In this model, with a band wider than $kT_0$, the resistance per length of long wires settles to a common value, and its activation energy drifts towards $kT_0/2$ as $t$ grows, provided the wires remain much longer than the spacing of the decisive breaks, which grows on cooling. Short wires scatter, and their $T^{-1/2}$ slope depends on length. The program prints values at several other temperatures.

## Calculated quantities

```
localization length 3.0 nm, wire side 3.0 nm
density of states 2.0e+20 cm^-3 eV^-1 = 1.80 nm^-1 eV^-1
k*T0 = 0.1852 eV, T0 = 2149 K, asymptotic activation 0.0926 eV
T0/T at 300 K = 7.163, kT at 300 K = 0.02585 eV
Mott optimum at 300 K: hop 4.01 nm, exponent 5.353
least void area for u = 6, in units a*kT/2: 36.0000
void u = 7.163: smallest crossing exponent 7.375
mean crossing conductance*R0*exp(u): sampled 0.2945 +- 0.0042, formula 0.2987
random chain: 400841 sites, 62526 hops on the best path
breaks above v = 1.8: 14117, above v = 3.2: 137
quadratic coefficient of -ln(number): 0.874 (void area gives 1), linear term 1.055
Kirchhoff/path resistance at 300 K: 0.275
half of the power is lost in 290 links; the path has 3827 hops
T = 400 K: T0/T = 5.37, ln(path resistance*a/(R0*L)) = 6.568, T0/2T = 2.686
T = 350 K: T0/T = 6.14, ln(path resistance*a/(R0*L)) = 7.128, T0/2T = 3.070
T = 300 K: T0/T = 7.16, ln(path resistance*a/(R0*L)) = 7.859, T0/2T = 3.582
T = 250 K: T0/T = 8.60, ln(path resistance*a/(R0*L)) = 8.857, T0/2T = 4.298
relative sampling error at 300 K: 0.063
apparent activation energy, 250 to 350 K: 0.1304 eV = 0.704 k*T0
lower bound on ln(resistance*a/(R0*L)) at 300 K: 3.514
infinite chain at 30 K: T0/T = 71.6, lower bound 35.81, Mott exponent 16.93
T = 300 K: void width 10.7 nm, fixed-rhombus spacing 386 nm
T = 200 K: void width 16.1 nm, fixed-rhombus spacing 3.47e+03 nm
T = 100 K: void width 32.2 nm, fixed-rhombus spacing 1.5e+06 nm
simulated spacing of breaks with u > T0/T at 300 K: 19.7 nm
1000 nm wire, 100 K: median ln(R/R0) = 20.46, largest-break estimate 13.01, T0/2T = 10.74
1000 nm wire, 25 K: median ln(R/R0) = 37.44, largest-break estimate 23.92, T0/2T = 42.98
growth of ln(R/R0) from 100 K to 25 K: 1.830 (square root 2, activated 4)
band half-width 0.8 k*T0: net exponent changes by +0.200 per unit u at large u
band half-width 1.5 k*T0: net exponent changes by -0.500 per unit u at large u
break exponent sum at 300 K: flat 3.582, tail of slope 0.15 eV 3.255 (decisive u = 6.02)
Coulomb energy across the void (permittivity 10): 0.0134 eV = 0.072 k*T0
largest sideways step adds 0.274 to the exponent across the void
field giving kT/e per simulated break spacing: 1.31e-02 MV/cm
excitation to a mobility edge at 0.40 eV: exponent 15.47
```
